The CO J = 1 → 0 emission rate and its growth with J

**Problem**

A free CO molecule sits in its electronic and vibrational ground state and rotates with quantum number J = 1. Its permanent dipole moment is μ = 0.11 debye. When it drops to J = 0 it emits a photon of wavelength λ = 2.6 mm, a rough observed value.

(a) What is the Einstein coefficient A(1→0), the probability per unit time of spontaneous emission?

(b) How does the coefficient A(J→J−1) change as J increases, if the molecule is treated as a rigid rotor?

The wavelength is part of the data because the dipole alone does not fix the rate: the same dipole radiates faster at a higher frequency.

Hartree atomic units are used, in which ħ = 1, the elementary charge and electron mass are 1, and two unit charges at distance r have energy 1/r. The speed of light is then c = 1/α, where α is the fine-structure constant. The data become

μ = 0.04328,  μ² = 1.8729×10⁻³

λ = 4.9133×10⁷

ω = 2πc/λ = 1.7524×10⁻⁵,  ω³ = 5.3818×10⁻¹⁵

α³ = 3.8859×10⁻⁷

Since ħ = 1, ω is both the angular frequency of the line and the photon energy. The ordinary frequency is about 115 GHz.

**A first estimate by scaling**

The molecule couples to the electric field through its dipole, so the amplitude for emission is proportional to μ in lowest order, and the rate to μ². The other quantities available are ω, c and ħ.

Two dipoles at distance r interact with an energy of order μ²/r³, so μ² has the dimension energy × length³. Dividing by ħ, which is energy × time, leaves length³/time. To obtain a rate we must divide by the cube of a length, and the length formed from ω and c is c/ω. Hence

A ~ (μ²/ħ)(ω/c)³,

or, in atomic units,

A ~ α³ω³μ².

With the data,

α³ω³μ² = 3.8859×10⁻⁷ × 5.3818×10⁻¹⁵ × 1.8729×10⁻³ ≈ 3.92×10⁻²⁴.

The atomic unit of time is 2.41888×10⁻¹⁷ s, so this is about 1.6×10⁻⁷ per second. Dimensional analysis cannot supply the pure number in front.

For the ladder, consider a classical rotor with moment of inertia I and angular momentum J. It turns at angular velocity J/I, so its radiation has a frequency proportional to J. If nothing else changed with J, the rate would grow as J³. The exact solution must find the missing number and decide whether it depends on J.

**Exact solution**

*The coupling to one field mode*

Enclose the field in a large cubic box of side L and volume V = L³, with periodic boundary conditions. A mode has wave vector k, frequency ω_k = ck and a real unit polarization vector e perpendicular to k. Its electric field operator has the form

E = N e (a exp(ik·r) + a† exp(−ik·r)),

up to a phase that does not affect rates. Here a† creates a photon and a removes one. The amplitude N follows from the zero-point energy ω_k/2. In the vacuum state ⟨E²⟩ = N², because only the product aa† contributes, with expectation value 1. In these units the energy density is (E² + B²)/(8π), and for a travelling wave the magnetic part equals the electric part. Therefore

V × 2N²/(8π) = ω_k/2,

N² = 2πω_k/V.

The wavelength is tens of millions of bohr, vastly larger than the molecule. The field is therefore uniform across it, and the interaction is −(dipole)·E. Let d be the matrix element of the dipole operator between the initial and final molecular states. For emission into an empty mode the photon part of the matrix element is 1, so the coupling g obeys

|g|² = (2πω_k/V) |e·d|².

*The rate*

Let Δ = ω_k − ω be the mismatch between photon energy and molecular energy loss. First-order perturbation theory gives the amplitude for having emitted into this mode after time t:

b(t) = −i g ∫₀ᵗ exp(iΔt′) dt′,

|b(t)|² = |g|² sin²(Δt/2)/(Δ/2)².

As a function of Δ this is a peak of width about 1/t. Its area follows from the substitution u = Δt/2, with dΔ = 2du/t:

∫ sin²(Δt/2)/(Δ/2)² dΔ = 2t ∫ (sin²u/u²) du = 2πt.

The rate is the growth of the total probability per unit time. The time derivative of this function is 2 sin(Δt)/Δ, with area 2π, and for times long compared with 1/ω it acts as 2π δ(Δ). The wings of the peak fall off only as 1/Δ², while the density of modes and |g|² both grow with ω_k. If the coupling for a uniform field were kept at all frequencies, the modes far above the line would make the total probability diverge. But that coupling is meant only for wavelengths much longer than the molecule, and we take it to fade smoothly at shorter ones. The far modes then add an amount that soon stops growing with t; being constant, it does not enter the rate. This gives the golden rule,

A = 2π Σ |g|² δ(ω_k − ω),

where the sum runs over all modes and both polarizations. First-order theory also needs t to be short compared with 1/A. The two conditions are easily compatible, since even the estimate above puts A some nineteen powers of ten below ω.

*Summing over modes*

The periodic boundary conditions allow k = 2π(n₁, n₂, n₃)/L with integer nᵢ. The number of wave vectors in d³k is therefore V d³k/(2π)³. With k = ω_k/c this becomes, per polarization,

V ω_k² dω_k dΩ/(2πc)³,

where dΩ is the element of solid angle. Inserting this and |g|², and using the delta function to set ω_k = ω, we get

A = 2π × [Vω²/(2πc)³] × (2πω/V) ∫ dΩ Σₑ |e·d|²

 = [ω³/(2πc³)] ∫ dΩ Σₑ |e·d|².

The box volume has cancelled, as it must.

The two polarization vectors and the unit vector κ along k form an orthonormal set, so

Σₑ |e·d|² = |d|² − |κ·d|².

Averaged over directions, the product κᵢκⱼ vanishes for i ≠ j by reflection symmetry. The averages of κₓ², κ_y² and κ_z² are equal and add to 1, so each is 1/3. The average of |κ·d|² is thus |d|²/3, and

∫ dΩ Σₑ |e·d|² = 4π(1 − 1/3)|d|² = (8π/3)|d|².

With 1/c = α the rate becomes

A = (4/3) α³ω³ |d|².

This confirms the scaling estimate and adds the factor 4/3. What remains is to relate |d|² to μ².

*Rotor energies*

The rotational energy is the squared angular momentum divided by 2I. With B = 1/(2I) the levels are

E_J = BJ(J+1).

The transition J → J−1 releases

ω_J = B[J(J+1) − (J−1)J] = 2BJ.

For J = 1 this is ω = 2B, so the data imply B = 8.76×10⁻⁶ hartree. The lines of a rigid rotor are equally spaced, and ω_J = Jω.

*Which levels are connected*

The rotational states are the spherical harmonics Y_JM(θ, φ), where the angles give the direction of the molecular axis. Let n be the unit vector along that axis. In the ground state of CO the mean dipole lies along the axis, so the dipole operator acting on the rotation is μn.

The components of n are combinations of spherical harmonics of order 1. By the addition of angular momenta, their product with Y_JM can contain the orders J−1, J and J+1. Reversing the axis, n → −n, multiplies Y_JM by (−1)^J and changes the sign of n. This excludes order J, and J can change by ±1 alone. Within the rotational ladder, dipole emission from J therefore leads only to J−1.

*The line strength*

The lower level has several states, labelled M′. They are distinct final states, so their rates add. We need

S_J = Σ |⟨J−1,M′|n|J,M⟩|²,

summed over M′ and over the three components of n. Then |d|² is replaced by μ²S_J.

First, S_J does not depend on M. It is the expectation value in the state |J,M⟩ of the operator Q = Σᵢ nᵢPnᵢ, where P projects on the whole level J−1. Rotations leave Q unchanged, so Q commutes with the lowering operator J₋. Write J₋|J,M⟩ = q|J,M−1⟩ with q real; then J₊|J,M−1⟩ = q|J,M⟩. It follows that

⟨J,M−1|Q|J,M−1⟩ = (1/q)⟨J,M−1|QJ₋|J,M⟩ = (1/q)⟨J,M−1|J₋Q|J,M⟩ = ⟨J,M|Q|J,M⟩.

In the last step J₋ acts to the left as J₊. Physically, a free molecule decays at the same rate whatever the orientation of its angular momentum.

We may therefore choose the easiest case, M = J. Its wave function is

Y_JJ = C_J sin^Jθ exp(iJφ),

with C_J taken positive. This is the top state because J₊ = exp(iφ)(∂/∂θ + i cot θ ∂/∂φ) gives zero on it: the two terms are J sin^(J−1)θ cos θ and −J cot θ sin^Jθ, apart from a common phase factor. Normalization requires

1/C_J² = 2π ∫₀^π sin^(2J+1)θ dθ = 2πK_J,

K_J = ∫₋₁¹ (1 − x²)^J dx,  x = cos θ.

The components of n change M by at most 1, and the level J−1 has no M′ above J−1. The single possible final state is M′ = J−1. The component n_z = cos θ leaves M unchanged and does not contribute. The others are

nₓ = sin θ [exp(iφ) + exp(−iφ)]/2,

n_y = sin θ [exp(iφ) − exp(−iφ)]/(2i).

The term with exp(−iφ) lowers M by 1. Define

T = ⟨J−1,J−1| sin θ exp(−iφ) |J,J⟩.

Both matrix elements have magnitude T/2, so S_J = T²/4 + T²/4 = T²/2. Writing out T,

T = C_(J−1) C_J × 2π ∫₀^π sin^(J−1)θ sin θ sin^Jθ sin θ dθ

 = C_(J−1) C_J × 2πK_J = C_(J−1)/C_J.

Hence T² = K_J/K_(J−1). To find this ratio, split off one factor (1 − x²):

K_J = K_(J−1) − ∫₋₁¹ x · x(1 − x²)^(J−1) dx.

Since x(1 − x²)^(J−1) is the derivative of −(1 − x²)^J/(2J), integration by parts turns the last integral into K_J/(2J); the boundary terms vanish. So

K_J [1 + 1/(2J)] = K_(J−1),

K_J/K_(J−1) = 2J/(2J+1),

S_J = J/(2J+1).

For J = 1 this is 1/3. The strength connecting J to the level above follows without another integral. Because n·n = 1, the strengths to all levels add to 1, and the upward part is 1 − J/(2J+1) = (J+1)/(2J+1).

For J = 0 the upward strength is 1, three times the downward strength from J = 1. There is no contradiction. From J = 0 the molecule can reach three states, whereas each state of J = 1 can fall to one. Emission requires the value 1/3; inserting 1 would give 2.16×10⁻⁷ per second, three times too much.

*Answer to (a)*

Collecting the factors,

A(J→J−1) = (4/3) α³ω_J³μ² J/(2J+1).

For J = 1 the numerical factor is (4/3)(1/3) = 4/9, and

A(1→0) = (4/9) × 3.917×10⁻²⁴ = 1.741×10⁻²⁴ atomic units.

Dividing by 2.41888×10⁻¹⁷ s gives

**A(1→0) = 7.2×10⁻⁸ per second.**

The corresponding mean lifetime is 1/A = 1.4×10⁷ s, about 160 days. It applies to an undisturbed molecule in an empty radiation field. Collisions can end the state sooner. So can radiation already present: with m photons in a mode, a† contributes a factor m + 1 to the emission rate instead of 1. The coefficient A itself refers to the spontaneous part.

The inputs have two figures each, which limits the result. Since A is proportional to μ², a dipole between 0.105 and 0.115 debye gives rates from 6.6×10⁻⁸ to 7.9×10⁻⁸ per second. Since A is proportional to 1/λ³, a wavelength between 2.65 and 2.55 mm gives 6.8×10⁻⁸ to 7.6×10⁻⁸ per second. The value 7.2×10⁻⁸ belongs to the stated inputs, and its second figure is not secured by them.

*Answer to (b)*

Divide the general rate by the one for J = 1. The common constants cancel, ω_J³ contributes J³, and the strengths contribute [J/(2J+1)]/(1/3) = 3J/(2J+1). Therefore

**A(J→J−1)/A(1→0) = 3J⁴/(2J+1).**

For a rigid rotor with the CO data this gives:

J = 1: ratio 1, A = 7.2×10⁻⁸ per second
J = 2: ratio 9.6, A = 6.9×10⁻⁷ per second
J = 3: ratio 34.7, A = 2.5×10⁻⁶ per second
J = 4: ratio 85.3, A = 6.1×10⁻⁶ per second
J = 5: ratio 170, A = 1.2×10⁻⁵ per second
J = 10: ratio 1429, A = 1.0×10⁻⁴ per second

For J = 2 the arithmetic is 3 × 16/5 = 9.6. The frequency has doubled, which accounts for a factor 8, and the strength has risen from 1/3 to 2/5, which accounts for the remaining 1.2.

**Comparison of the estimate with the solution**

For the first line the scaling estimate was 1.6×10⁻⁷ per second, and the solution is 4/9 of it. The factor 4/3 comes from counting modes and averaging over polarizations and directions. The factor 1/3 comes from the quantum states of the rotor. Dimensional analysis gave the right order of magnitude because neither factor is far from 1.

For the ladder, the estimate J³ captures the effect of the frequency but misses the change in strength. Rewriting the exact ratio as

3J⁴/(2J+1) = (3/2)J³ / [1 + 1/(2J)]

shows that the growth does become cubic at large J, with a coefficient 3/2 relative to the first line. At J = 10 the simple estimate gives 1000 and the solution 1429. The limiting form (3/2)J³ gives 1500, so the exact ratio is 0.952 of it; at J = 1 the corresponding fraction is 0.667.

At the bottom of the ladder the growth is steeper than cubic. Treating J as continuous, the local exponent is

d ln A/d ln J = 4 − 2J/(2J+1) = 3 + 1/(2J+1).

The excess over 3 is due to the strength, which rises from 1/3 towards 1/2 and then has little left to gain. Between J = 1 and J = 2 the mean exponent is 3.26; between J = 5 and J = 10 it is 3.07.

The limit 1/2 has a classical meaning. A dipole μ rotating in a plane at angular velocity ω_J has an acceleration of constant size μω_J². Larmor's formula gives its radiated power as (2/3)α³μ²ω_J⁴. The quantum power is the photon energy times the emission rate, ω_J A, which for S_J → 1/2 becomes

ω_J × (4/3)α³ω_J³μ² × (1/2) = (2/3)α³μ²ω_J⁴.

The two agree. The frequencies agree as well, since the classical angular velocity J/I equals 2BJ. The estimate based on a turning classical dipole thus becomes quantitative at large J once its numerical factor is included.

The J law rests on the rigid rotor. In a real molecule rotation stretches the bond, which raises the moment of inertia and puts ω_J below 2BJ. A small relative drop in frequency lowers the factor ω_J³ by three times that relative amount. The stretched bond also has a different dipole moment, and this changes A through μ². For CO this is the larger effect, because its small dipole shrinks quickly as the bond lengthens. At J = 10 it lowers A by about 2 %, against about 0.2 % from the frequency, so the two-figure rates above stand but the ratio 1429 holds only for the rigid rotor. Both effects grow with J, so for high levels the general formula should be used with the actual line frequency and the dipole matrix element of that transition, instead of scaling up from the first line.

The numerical check checks the rate against an explicit sum over the modes of a finite box, and the J law against strengths and energies computed numerically.

Table of computed values

```
input dipole: 0.11 debye = 0.04328 a.u.
input wavelength (rough): 2.6 mm = 4.9133e+07 bohr
line frequency: 115.3 GHz
photon energy omega: 1.7524e-05 hartree
rotational constant B = omega/2: 8.7622e-06 hartree
alpha^3: 3.8859e-07
omega^3: 5.3818e-15 a.u.
mu^2: 1.8729e-03 a.u.
atomic unit of time: 2.41888e-17 s
strength 1->0 by quadrature: 0.333333
strength 0->1 by quadrature: 1.000000
A(1->0): 1.7409e-24 a.u. = 7.197e-08 per s
box-mode sum / formula, M=0: 1.0021
box-mode sum / formula, M=1: 1.0021
mean lifetime of J=1: 1.389e+07 s = 161 days
A(1->0) if strength 1 is wrongly used: 2.16e-07 per s
A(1->0) for dipole 0.105 and 0.115 debye: 6.56e-08, 7.87e-08 per s
A(1->0) for wavelength 2.65 and 2.55 mm: 6.80e-08, 7.63e-08 per s
J, frequency (GHz), strength, A/A(1->0), A (per s):
   1    115.3  0.3333      1.00  7.197e-08
   2    230.6  0.4000      9.60  6.909e-07
   3    345.9  0.4286     34.71  2.498e-06
   4    461.2  0.4444     85.33  6.141e-06
   5    576.5  0.4545    170.45  1.227e-05
  10   1153.0  0.4762   1428.57  1.028e-04
growth exponent from J=1 to 2: 3.263
growth exponent from J=5 to 10: 3.067
A/A(1->0) divided by 1.5 J^3 at J=1: 0.6667
A/A(1->0) divided by 1.5 J^3 at J=10: 0.9524
```
